# Surface traces of {411} planes at an undercut silicon mask corner

A silicon wafer has a (001) surface, one of the {100} family. A mask protects a region with a convex 90° corner, and an anisotropic wet etchant removes the unprotected silicon. The two mask edges are bounded by slowly etching {111} sidewalls, but at the corner faster planes cut in under the mask. Suppose that these planes belong to the {411} family. The problem is to find the lines in which they meet the wafer surface, and how these lines join the mask edges.

The axes \(x,y,z\) are the cubic crystal axes. The \(z\) axis points out of the wafer, the original surface is \(z=0\), and silicon fills \(z<0\). The mask corner is the origin, and the mask covers \(y>|x|\). Its edges therefore leave the corner along
\[
\mathbf a=[110],\qquad \mathbf b=[\bar110],
\]
where a bar marks a negative index. Normals are taken to point out of the silicon that remains. The emergence of {411} planes is an assumption about etch rates; the geometry below does not prove it. The facets are taken as flat, and until part (g) the {111} sidewalls do not etch.

## (a) Traces of the family

**Find the direction in which a plane \((hkl)\) meets the surface. Which directions occur within the {411} family?**

In a cubic crystal the plane \((hkl)\) is perpendicular to the direction \([hkl]\), so its equation is
\[
hx+ky+lz=\text{constant}.
\]
On the surface \(z=0\) this becomes \(hx+ky=\text{constant}\). A displacement \((\Delta x,\Delta y)\) along this line must satisfy \(h\,\Delta x+k\,\Delta y=0\), which \((\Delta x,\Delta y)=(k,-h)\) does. The trace is therefore along
\[
[k,-h,0].
\]
The index \(l\) has dropped out: it sets the slope of the plane, not the direction of its trace.

In the {411} family the digit 4 can stand in three positions, and each of the three indices can have either sign. This gives \(3\times2^3=24\) signed normals, in two groups:

- If the third index is \(\pm4\), the first two are \(\pm1\) and the trace is along a ⟨110⟩ direction. There are 8 such normals.
- If the third index is \(\pm1\), the first two are \(\pm4\) and \(\pm1\) in either order, and the trace is along a ⟨410⟩ direction. There are 16 such normals.

Membership of {411} thus allows a ⟨410⟩ trace but does not by itself guarantee one.

## (b) Planes that can bevel the corner

**Which members of the family can cut off this corner while leaving the distant parts of both mask edges intact?**

Behind a facet with outward normal \((h,k,l)\), the silicon left at the surface satisfies
\[
hx+ky\le -c .
\]
The origin gives \(0\) on the left, so the corner is removed if \(c>0\). A point on the first edge is \((x,y)=q(1,1)\) with \(q>0\), and it survives if \(q(h+k)\le-c\). This can hold at large \(q\) only if \(h+k<0\). A point on the second edge is \(q(-1,1)\), and the same argument requires \(-h+k<0\). Together,
\[
k<-|h|.
\]
The index \(k\) must be negative and larger in magnitude than \(h\). Within {411} this forces \(k=-4\) and \(h=\pm1\), and then \(l=\pm1\). Four normals remain:
\[
(1,\bar4,\pm1),\qquad(\bar1,\bar4,\pm1).
\]

The sign of \(l\) has a simple meaning. At depth \(H\), where \(z=-H\), the silicon behind the first pair satisfies \(x-4y\le-c+lH\). For \(l=+1\) the condition is weaker than at the surface, so more silicon remains and the facet slopes outward with depth. For \(l=-1\) less remains and the facet overhangs. The surface trace is the same in both cases.

The members with ⟨110⟩ traces fail the condition because they have \(|h|=|k|\). Their traces run parallel to a mask edge and cannot bevel the corner between the two edges.

## (c) Angles to the two mask edges

**Find the acute angles between the trace of \((1,\bar4,\pm1)\) and each mask edge.**

By part (a) the trace is along \([\bar4\bar10]\), which is the same line as \([410]\). Let \(\theta\) be its angle to \([110]\). The lengths of the two vectors are \(\sqrt{17}\) and \(\sqrt2\), so the scalar product and the magnitude of the vector product give
\[
\cos\theta=\frac{4\cdot1+1\cdot1}{\sqrt{17}\sqrt2}=\frac5{\sqrt{34}},\qquad
\sin\theta=\frac{|4\cdot1-1\cdot1|}{\sqrt{17}\sqrt2}=\frac3{\sqrt{34}} .
\]
Dividing the second by the first,
\[
\tan\theta=\frac35,\qquad \theta=30.96^\circ .
\]
For the other edge, \([\bar110]\), the scalar product is \(-4+1=-3\) and the vector product has magnitude \(|4\cdot1-1\cdot(-1)|=5\). The acute angle has tangent \(5/3\) and equals \(59.04^\circ\). The two angles add to 90° because the mask edges are perpendicular.

The lattice constant has cancelled, since cubic symmetry alone fixes the directions. Reflection in the plane \(x=0\) exchanges the two edges and turns \((1,\bar4,l)\) into \((\bar1,\bar4,l)\). The second trace, along \([4\bar10]\), therefore makes 30.96° with \([\bar110]\) and 59.04° with \([110]\).

## (d) Which trace joins which edge

**Both facets are present at the surface. Determine which edge each trace joins, and find the interior angles of the silicon outline.**

Part (c) gives two candidate angles for each trace, so the order of the lines around the corner must be settled. Each advancing front removes all the silicon it has passed. What remains at the surface lies behind all the fronts at once, so it is an intersection of half-planes, and such a region is convex.

Follow its boundary from the far end of the \([\bar110]\) edge towards the corner, and then out along \([110]\). The silicon lies on the left, so a convex boundary can turn only to the left and the heading must increase at each vertex. Measured from the \(x\) axis, the available headings are

- \(-45^\circ\) for the first mask edge, traversed towards the corner;
- \(-\arctan(1/4)=-14.04^\circ\) for the trace \([4\bar10]\);
- \(+14.04^\circ\) for the trace \([410]\);
- \(+45^\circ\) for the second mask edge.

This is the order in which they occur. The trace \([410]\) joins the edge \([110]\), and \([4\bar10]\) joins \([\bar110]\). **Each trace makes \(\arctan(3/5)=30.96^\circ\) with its adjacent mask edge.**

The boundary turns by 30.96° at each junction with a mask edge and by \(90^\circ-2\theta=28.07^\circ\) at the tip between the traces. The interior angle is 180° minus the turn: 149.04° at each junction and 151.93° at the tip. A protractor laid inside the silicon outline therefore reads 149.04°, while the angle between the trace and the continuation of the mask edge is 30.96°.

## (e) Size of the bevel

**Let \(d\) be the distance from the original corner to each trace, measured in the surface and perpendicular to the trace. Find the length \(s\) lost from each mask edge, the recession \(t\) of the tip, and the length \(L\) of each trace.**

The normal to the trace \([410]\) within the surface is \((1,-4)/\sqrt{17}\). The silicon lies on the negative side of the trace, whose equation is therefore
\[
\frac{x-4y}{\sqrt{17}}=-d .
\]
On the edge \([110]\), \(x=y=s/\sqrt2\). Substitution gives \(-3s/\sqrt2=-\sqrt{17}\,d\), so
\[
s=\frac{\sqrt{34}}3\,d .
\]
For equal retreats the two traces are mirror images and meet on \(x=0\). There \(-4t=-\sqrt{17}\,d\), so
\[
t=\frac{\sqrt{17}}4\,d .
\]
The trace runs from the tip \((0,\sqrt{17}d/4)\) to the junction \((\sqrt{17}d/3,\sqrt{17}d/3)\). The difference of these points is
\[
\left(\frac{\sqrt{17}}3,\ \frac{\sqrt{17}}3-\frac{\sqrt{17}}4\right)d=\frac{\sqrt{17}}{12}(4,1)\,d ,
\]
which is along \([410]\), as it must be. The vector \((4,1)\) has length \(\sqrt{17}\), so
\[
L=\frac{17}{12}\,d .
\]
All three lengths are proportional to \(d\). Until it meets the bevel of a neighbouring corner, a bevel with a constant retreat rate grows in proportion to time without changing shape, and the angle does not depend on when the etch is stopped.

## (f) Unequal retreats

**Let the traces \([410]\) and \([4\bar10]\) have retreats \(d_1\) and \(d_2\). For which ratios do both appear at the surface?**

First let the trace \([410]\) act alone. It meets the edge \([110]\) at
\[
P=\frac{\sqrt{17}\,d_1}{3}(1,1).
\]
On the other edge \(x=-y\), so \(x-4y=-5y=-\sqrt{17}\,d_1\), and the meeting point is
\[
Q=\frac{\sqrt{17}\,d_1}{5}(-1,1).
\]
The second front removes every point with \(-x-4y>-\sqrt{17}\,d_2\). At \(Q\) the left side is \(-3\sqrt{17}\,d_1/5\), so \(Q\) is removed if \(d_2>3d_1/5\). At \(P\) the left side is \(-5\sqrt{17}\,d_1/3\), so \(P\) is removed if \(d_2>5d_1/3\).

If neither end is removed, the whole segment \(PQ\) survives and the second trace does not appear. If both ends are removed, nothing of the first trace is left. Both traces are present if
\[
\frac35<\frac{d_2}{d_1}<\frac53 .
\]
Within this range unequal retreats move the tip off the symmetry line but leave the angles unchanged. Outside it a single trace spans the corner, meeting one edge at 30.96° and the other at 59.04°. The result of part (d) therefore needs comparable retreats, not equal ones.

## (g) A numerical case and its errors

**A mesa is etched for 100 min at a vertical rate of 1.0 µm/min, while each trace retreats at 1.2 µm/min. Find the bevel dimensions. Then estimate the effect of {111} etching, wafer miscut and mask misalignment, and decide whether the measured angle identifies {411}.**

The etch depth is \(1.0\times100=100\) µm and the retreat is \(d=1.2\times100=120\) µm. From part (e),
\[
s=\frac{\sqrt{34}}3(120)=233.2\ \text{µm},\quad
t=\frac{\sqrt{17}}4(120)=123.7\ \text{µm},\quad
L=\frac{17}{12}(120)=170.0\ \text{µm}.
\]
The lost edge length is nearly twice the retreat because the trace meets the edge obliquely.

**Sidewall etching.** Take the (100) rate to be 50 times the (111) rate. Each sidewall then moves \(100/50=2\) µm along its own normal. The sidewall is tilted by \(\arccos(1/\sqrt3)=54.74^\circ\) from the surface, so its upper edge moves horizontally by
\[
u=\frac{2}{\sin54.74^\circ}=2.45\ \text{µm}.
\]
The silicon edge next to \([110]\) now obeys \(x-y=-\sqrt2\,u\), while the facet trace still obeys \(x-4y=-\sqrt{17}\,d\). Subtracting the second equation from the first gives \(3y=\sqrt{17}\,d-\sqrt2\,u\). The position of the junction along \([110]\) is
\[
\frac{x+y}{\sqrt2}=\frac{2y-\sqrt2\,u}{\sqrt2}=\sqrt2\,y-u=\frac{\sqrt{34}\,d-5u}{3}.
\]
The shift is \(-5u/3=-4.08\) µm, or about 1.8% of \(s\). The edge has moved parallel to itself, so the angle is unchanged.

**Angular errors.** If the surface normal is a tilted unit vector \(\mathbf w\), a plane with normal \(\mathbf n\) leaves a trace along \(\mathbf w\times\mathbf n\). Applying this to \((1\bar41)\) and the sidewall \((1\bar11)\), for a miscut of 0.5° swept through all tilt directions in 1° steps, changes the angle between their traces by at most 0.26°. A mask edge misaligned by 0.5° from the sidewall trace changes the angle to that printed edge by a further 0.5°. The two together give 0.76°. These values are for the outward-sloping facet. For the overhanging facet \((1\bar4\bar1)\) the same miscut changes the angle by up to 0.46°, and the sum is 0.96°. Both sums are cautious. If the misalignment is instead counted from the trace of the vertical \((1\bar10)\) plane, only the facet trace matters; the miscut then contributes 0.12° for either sign of \(l\), and the sum is 0.62°.

**Rival planes.** For a bevel by \((1,-h,1)\) with \(h>1\), the trace is along \([h10]\). Its scalar product with \([110]\) is proportional to \(h+1\) and its vector product to \(h-1\), so
\[
\tan\theta_h=\frac{h-1}{h+1}.
\]
As \(h\to1\) the angle vanishes and the plane becomes the {111} sidewall. As \(h\to\infty\) the angle tends to 45° and the plane becomes a vertical {100} plane. The neighbours of {411} with integer \(h\) are {311} at 26.57° and {511} at 33.69°. The nearer one differs by 2.73°, and half this gap is about 1.4°. The estimated error of 0.76° leaves roughly 0.6° for reading the trace, or 0.4° if the facet overhangs, so {411} can be told from these neighbours if the trace is straight enough.

The angle alone cannot identify the plane completely. By part (a), every plane \((1,\bar4,l)\) leaves the same trace, as do planes such as \((2,\bar8,1)\). Planes of higher index can also have traces closer to \([410]\) than either integer neighbour: \([720]\), left for example by \((2\bar77)\), lies at 29.05°, and \([920]\) lies at 32.47°. These differ from 30.96° by only 1.91° and 1.51°, so the estimated error of 0.76° leaves about 0.2° for the first and nothing for the second. Among the planes \((1,\bar4,l)\), which share one trace, the tilt \(\tau\) from the surface fixes \(|l|\):
\[
\cos\tau=\frac{|l|}{\sqrt{17+l^2}} .
\]
It is 76.37° for \(l=\pm1\) and 64.12° for \(l=2\). For the outward-sloping {411} facet, the condition in part (b) shows that the trace moves outward by \(H/\sqrt{17}=24.25\) µm between the surface and the depth \(H=100\) µm. A second measurement of the outline at the etched depth would therefore reveal the slope, provided the same flat facet extends down to the etched floor; on a real corner the lower part can be bounded by other surfaces.

**The real process.** A vertical rate near 1 µm/min is a rough typical value for hot, concentrated aqueous KOH. The retreat rate, the rate ratio of 50 and the two 0.5° tolerances are values chosen for illustration, and the rates vary with concentration, temperature and additives. Changes in the rates alter the lengths, but they leave the angle at 30.96° as long as flat {411} facets of the kind found in part (b) form and their retreats stay well inside the range of part (f), which sidewall etching narrows slightly. Real undercut facets can be rough or curved, or can belong to other planes. The model does not estimate the error from roughness or curvature; a change to {311} or {511} would move the angle to the values given above. The main computed values are collected in the numerical output.

## Values computed for the example and the checks

```
signed {411} normals: 24
normals with <410> traces: 16
normals with <110> traces: 8
normals able to bevel this corner: 4
vertical etch rate (rough input): 1.0 um/min
trace retreat rate (rough input): 1.2 um/min
etch time (input): 100 min
etch depth: 100 um
trace retreat d: 120 um
angle of trace to adjacent edge: 30.96 deg
angle of trace to other edge: 59.04 deg
turn between the two traces: 28.07 deg
interior angle, trace and edge: 149.04 deg
interior angle at the tip: 151.93 deg
edge length lost s: 233.2 um
tip recession t: 123.7 um
length of each trace L: 170.0 um
single facet, angle at [-110] edge: 59.04 deg
single facet, angle at [110] edge: 30.96 deg
trace shift from surface to full depth: 24.25 um
tilt of bevelling {411} facet: 76.37 deg
tilt of (1,-4,2), same trace: 64.12 deg
trace angle for {311} bevel: 26.57 deg
trace angle for {511} bevel: 33.69 deg
gap to nearest {h11} alternative: 2.73 deg
(100)/(111) rate ratio (rough input): 50
{111} sidewall tilt: 54.74 deg
sidewall undercut: 2.45 um
junction shift along [110]: -4.08 um
wafer miscut (rough input): 0.5 deg
largest angle error from miscut: 0.26 deg
mask misalignment (rough input): 0.5 deg
sum of the two angle errors: 0.76 deg
```
